Canonical d bands and the hcp, bcc, hcp, fcc order of transition metals

**What band width alone predicts**

The non-magnetic 4d and 5d metals are broadly hcp in groups 3 and 4, bcc in groups 5 and 6, hcp in groups 7 and 8, and fcc in groups 9 and 10. Suppose we try to explain this knowing only the width of the d band. At equal atomic volume the bcc band is slightly wider than the other two. A wider band of the same shape lowers the energy at every partial filling, so every metal in the series would be bcc. A rule that changes with filling needs the shape of the band.

Below, the energy difference between lattices is split into a width part and a shape part, and the shape part into contributions of successive moments. The model gives the four structures in the right order, with extra windows between and beyond them. It does not place every element correctly.

**The model**

Each atom has a sphere of radius w with the atomic volume. In the atomic-sphere approximation (ASA) these spheres replace the cells, and their overlap is ignored. Set w = 1 and keep d states alone. A d wave leaving a site has the zero-energy tail K = Y/r³; a d wave regular at a site is J = r²Y, with Y a d harmonic. In another sphere, the d part of a tail is a sum of regular waves, which defines the structure constants S:

K (from another site) → −Σ J S/10.

In its own sphere, the radial solution with logarithmic derivative D at r = 1 continues as K + pJ. Matching gives D = (−3 + 2p)/(1 + p), so p = −(D + 3)/(D − 2). An orbital is this solution minus pJ inside its own sphere, and K outside. For a sum of orbitals with amplitudes u to solve the wave equation, the surplus regular waves must cancel:

−p u − S u/10 = 0, or (P − S)u = 0, with P = −10p = 10(D + 3)/(D − 2).

P depends on the atom, S on the lattice. To first order about the energy C where P = 0, P = (E − C)/Δ. Hence

E = C + Δ S,

where S now denotes an eigenvalue of the Bloch-summed structure matrix. D falls with energy and dP/dD = −50/(D − 2)² is negative, so Δ is positive.

We use the same C and Δ for all lattices. This rests on the force theorem: the total energy is stationary in the density, so to first order a structural difference is the difference of eigenvalue sums at frozen potentials, plus electrostatics between cells. Neutral spherical cells have no such electrostatics. Spin polarization, sp hybridization and departures from ideal c/a are left out.

**The hopping matrix**

Place the two sites a distance R apart along z. The tails are second derivatives of 1/r:

P₂/r³ = ½ ∂z²(1/r), xz/r⁵ = ⅓ ∂x∂z(1/r), xy/r⁵ = ⅓ ∂x∂y(1/r).

Expanded about the other site, 1/r is a sum of harmonic polynomials. Two derivatives lower the degree by two, so the d part comes from the fourth-degree term h/R⁵, with ρ² = x² + y² and

h = z⁴ − 3z²ρ² + (3/8)ρ⁴.

The three derivatives give

½ ∂z²h = 6z² − 3ρ² = 6 r²P₂,
⅓ ∂x∂z h = −4xz,
⅓ ∂x∂y h = xy.

Multiplying the coefficients 6, −4 and 1 by −10 gives

(S_σ, S_π, S_δ) = (−60, 40, −10)/R⁵.

The program checks the matrix for a general bond direction by projecting the tail numerically.

**Moments as closed paths**

Let μ_p be the mean of S^p over all d states. Averaging over the Brillouin zone leaves the paths of p hops that return to their starting atom. There is no one-hop return, so μ₁ = 0. Two hops go out and back along one bond:

μ₂ = (1/5) Σ_R [60² + 2·40² + 2·10²]/R¹⁰ = 1400 Σ_R R⁻¹⁰.

The third moment counts triangles. The fourth counts four-hop circuits and pairs of out-and-back trips, so it also depends on the angles between bonds. The computed values are:

fcc: μ₂ = 45.8, μ₃ = −71.8, μ₄ = 4008
bcc: μ₂ = 47.3, μ₃ = −67.4, μ₄ = 3878
hcp: μ₂ = 45.8, μ₃ = −71.9, μ₄ = 4021

With nearest-neighbour hops alone, fcc and hcp have the same μ₂ and μ₃: each atom has 12 neighbours at the same distance, and 24 pairs of those neighbours touch. Their bond angles differ, and the first unequal moment is the fourth. In that truncated model hcp has the lower μ₄, 3635 against 3645. In the converged sum over all hops, hcp has the higher one, and at intermediate cutoffs the sign can go either way. The small fourth-moment difference between the close-packed lattices is therefore not settled by nearest neighbours.

**First contribution: width**

Let E(n) be the sum of occupied S values for n electrons in the ten d states of an atom; energies are then in units of Δ. Since μ₁ = 0, the full shell has E = 0. A partly filled shell holds the lowest levels, whose mean is below zero, so E(n) < 0 for 0 < n < 10.

To remove the width difference, scale the spectrum of lattice A by s = (μ₂^fcc/μ₂^A)^½. Adding and subtracting sE_A gives the identity

E_A − E_fcc = (1 − s)E_A + (sE_A − E_fcc).

The first term is the width part, the second the shape part. For bcc, s = (45.823/47.252)^½ = 0.985. The width part is negative at every partial filling, which is the prediction of the opening. At n = 4 it is −0.46, while the shape part is −1.31; together they give −1.77. At n = 7 the width part is −0.34, but the shape part is +1.12, and bcc loses by 0.78.

For hcp the width part is at most about 0.001 in size at the tabulated fillings, so the hcp–fcc difference there is almost purely one of shape.

**From shape to moments**

Moments are tied most simply to the energy at fixed chemical potential μ. Let ρ(S) be the density of states normalized to one, and N(S) its integral from below. Integration by parts gives

Ω(μ) = 10 ∫^μ (S − μ)ρ dS = −10 ∫^μ N dS,

so Ω″ = −10ρ. Take the difference between two lattices with equal μ₂. It vanishes below both bands, and also above them because both spectra have zero mean. Two more integrations by parts therefore have no boundary terms:

∫ μ^k ΔΩ dμ = −10 Δμ_(k+2)/[(k + 1)(k + 2)].

For k = 0 the right side is zero: at equal width, no lattice wins at every chemical potential. For k = 2 it is −(10/12)Δμ₄. If A has the smaller fourth moment, ΔΩ has zero total area but a positive average when weighted by μ². On balance it is then low near the middle of the band and high towards the edges. This is the basic link between a small fourth moment and stability in mid-series. It fixes weighted averages, not the curve at each filling.

The relation to fixed n follows from Ω(μ) being the minimum of E(n) − μn over n. Hence E(n) ≥ Ω(μ) + μn for any μ, with equality at the lattice's own μ(n). Using this for A and B in turn gives

ΔΩ(μ_B) ≤ E_A(n) − E_B(n) ≤ ΔΩ(μ_A).

The lower bound, taken with B = fcc, is what the moments will describe. Over the fillings scanned, it differs from the fixed-n shape energy by up to 0.47. That is not negligible beside the bcc–fcc difference, so the moment terms below do not have to add up to the fixed-n values.

**One curve for each moment**

Choose an interval with centre c and half-width a that holds all the scaled spectra, and write S = c + a cosθ. The size of each term below, and the position of its nodes and hence its sign at a given filling, depend on this choice; the converged sum does not. Let c_m be the mean of cos(mθ), a polynomial of degree m in S, so that c_m contains moments up to the m-th. Orthogonality of the cosines gives the density in the variable x = cosθ:

ρ = [1 + 2 Σ c_m cos(mθ)]/(π sinθ).

Since dx = −sinθ dθ, integrating from the bottom of the interval (θ = π) gives

ΔN = −(2/π) Σ Δc_m sin(mθ)/m.

The next integral contains sin(mθ) sinθ. Define

f_m(θ) = sin((m − 1)θ)/(m − 1) − sin((m + 1)θ)/(m + 1).

Then f_m′ = cos((m − 1)θ) − cos((m + 1)θ) = 2 sin(mθ) sinθ, and f_m(π) = 0. The integral of sin(mθ) sinθ from θ to π is thus −f_m(θ)/2, and

ΔΩ = −(10a/π) Σ_(m≥2) (Δc_m/m) f_m(θ).

The number of nodes follows from f_m′. Inside the interval it vanishes at θ = jπ/m, with j = 1, …, m − 1, and there

f_m = −(−1)^j sin(jπ/m) [1/(m − 1) + 1/(m + 1)].

These extrema alternate in sign, f_m is monotonic between them, and it is zero at both ends. It therefore has m − 2 interior nodes. A second-order term cannot reverse a preference, a third-order term reverses it once, and a fourth-order term is the first that can favour a lattice in the middle and oppose it on both sides.

**Second contribution: the third moment**

At equal μ₂, Δc₂ = 0. Since cos3θ = 4cos³θ − 3cosθ, we have Δc₃ = 4Δμ₃/a³. The scaled bcc third moment is −67.38 × 0.955 = −64.3, against −71.8 for fcc, so Δμ₃ = 7.4. With a = 14.255,

Δc₃ = 4 × 7.4/2897 = 0.010.

Its energy contribution is +0.09 at n = 2 and −0.09 at n = 8. It disfavours bcc early in the series and favours it late. This skews the curve but is small beside the total shape energy.

**Third contribution: the fourth moment**

The scaled bcc fourth moment is 3877.7 × 0.9404 = 3647, so Δμ₄ = −361, about 9% of the fcc value. Its meaning shows in the quantity

b = μ₄/μ₂² − μ₃²/μ₂³ − 1.

With y = S/√μ₂, b is the smallest value of the mean of (y² − qy − 1)² as q varies. Expanding this mean gives μ₄/μ₂² − 1 + q² − 2qμ₃/μ₂^(3/2), whose minimum lies at q = μ₃/μ₂^(3/2). So b is never negative, and it vanishes when all levels sit at two energies. A small b means a band drawn towards two groups of levels. The values are 0.69 for bcc, 0.86 for fcc and 0.86 for hcp. Filling the lower group of a two-peaked band gains energy; filling the upper group gives it back.

For the size of the effect, use cos4θ = 8cos⁴θ − 8cos²θ + 1. With Δμ₂ = 0 and c = −2.149,

Δc₄ = 8(Δμ₄ − 4cΔμ₃)/a⁴ = 8(−361 + 64)/41 290 = −0.0575.

At the interval centre f₄ = −1/3 − 1/5 = −8/15, and the contribution is

−(10 × 14.255/π) × (−0.0575/4) × (−8/15) = −0.35.

This agrees with the computed term at n = 4. At n = 8 the term has changed sign, to +0.22. At n = 2 it is still slightly negative, −0.08, because that filling lies just above the lower node, which falls near n = 1.7. The fourth-order term therefore favours bcc in mid-series and opposes it late, but it does not by itself explain why bcc loses at n = 2.

**Fourth contribution: higher moments**

For bcc–fcc the sixth-order term is larger than the fourth: +0.28, −0.61, +0.34 and +0.34 at n = 2, 4, 6 and 8. With this interval it opposes bcc at n = 2 and deepens the minimum at n = 4; a shifted and wider interval can reverse its sign at n = 2. It is not independent of the fourth moment. With x = cosθ,

cos6θ = 32x⁶ − 48x⁴ + 18x² − 1.

At equal μ₂ the mean of x² does not change. The mean of x⁴ changes by Δc₄/8 = −0.0072, which puts −48 × (−0.0072) = +0.345 into Δc₆. The total is 0.241, so the mean of x⁶ supplies the remaining −0.104. The reduced fourth moment about the centre thus enters both orders, and the sixth moment partly offsets it in the second.

For hcp–fcc the balance is different. The fourth-order term is 0.014 at most among the four sampled fillings. The sixth-order term is −0.064, +0.140, −0.077 and −0.077 there. Here Δc₄ = 0.0024 puts only −0.014 into Δc₆ = −0.055; the remaining −0.041 comes from the mean of x⁶, the sixth moment about the interval centre, which contains μ₅ and lower moments as well as μ₆. A sixth-order curve has four nodes, and for this sign of Δc₆ its lobes run +, −, +, −, + from the bottom of the band to the top. The computed hcp–fcc energy broadly follows this pattern: fcc lies below hcp at the start of the scan, then hcp is lower at n = 1, fcc at n = 3 and 4, hcp at n = 6 to 8, and fcc at n = 9. The lowest node of the sixth-order term lies below n = 0.3, however, so the leading fcc window does not come from this term. The computed energy also has two extra nodes: hcp is slightly lower in a narrow range near n = 5, and fcc is lower again from there to about n = 5.8. The fifth-order term, up to 0.04 in size at the sampled fillings, shifts the balance between the lobes.

**Weighing the contributions**

Keep the width part and cut the shape series at a chosen order. The predicted sequences are:

order 4: hcp, bcc, hcp
order 5: hcp, fcc, bcc, fcc
order 6: hcp, bcc, hcp, bcc
order 8: fcc, hcp, bcc, hcp, fcc, bcc
order 12: fcc, hcp, fcc, bcc, hcp, fcc, bcc

The fourth-order sequence only looks like the final one. There the width, third- and fourth-order terms of bcc–fcc add to −0.29 at n = 2 and −0.13 at n = 8, so bcc covers that whole range and the late hcp region lies above n = 8. The hcp–fcc terms up to this order are at most 0.014 at the sampled fillings, and at fifth order the late hcp region disappears. An fcc window after the second hcp region first appears at seventh order, which is not listed, and is present at the eighth; the twelfth gives the full sequence. The series converges to the fixed-μ energy, in which the late fcc window is only about 0.1 electron wide or less, narrower than in the direct sums below. Windows this narrow, and the leading fcc at eighth order, are marginal and can come and go from one order to the next below the twelfth. The root-mean-square deviation of the bcc–fcc curve from the converged fixed-μ shape energy, in units of Δ, is 0.65 at fourth order, 0.35 at sixth, 0.17 at eighth and 0.05 at twelfth.

The direct band sums, at equal volume and for n from 0.3 to 9.7, give these windows:

fcc up to 0.4
hcp 0.4–2.0
fcc 2.0–2.6
bcc 2.6–5.8
hcp 5.8–8.1
fcc 8.1–8.5
bcc from 8.5

The hcp, bcc, hcp, fcc order is there, with an extra fcc interval between the first hcp and bcc regions and further windows at the ends. Changing the mesh and the hopping cutoff together moved the energy differences by at most 0.003. Some margins are not much larger: at n = 5, hcp and fcc differ by 0.005, though bcc is far below both.

For a sense of scale take Δ = 0.30 eV, a round model value. Between n = 1 and 8 the largest advantage of bcc over fcc is 1.88 × 0.30 eV = 0.56 eV per atom, near n = 4.2. That of hcp over fcc is 0.289 × 0.30 eV = 0.087 eV, near n = 6.9. The hcp–fcc choice is thus the more easily altered by neglected effects.

**Where the model fails**

To compare with elements one must assign d counts. If one electron per atom is sp-like, n is the group number minus one, and groups 3 to 10 come out as hcp, bcc, bcc, bcc, hcp, hcp, hcp, bcc. Five of the eight agree with the pattern stated at the start; groups 4, 9 and 10 do not. With 1.5 sp electrons four agree. In both cases group 9 is given as hcp and group 10 as bcc. The fillings n = 8 and n = 8.5 fall just outside the two edges of the late fcc window, so a slightly different sp count (0.9 or 1.6) makes one of the two groups fcc. The tally does not rise above five either way. Group 3 at n = 2 is itself on an edge, with hcp only 0.011 below fcc; a count of 0.9 moves it to n = 2.1, inside the early fcc window, so group 9 is gained and group 3 lost. Since the window is only 0.4 electrons wide, no single count makes both fcc.

The canonical bands therefore account for the order of the structures, not for the width of each region. The neglected sp hybridization, the energy dependence of P beyond first order and differences in potential between lattices can all move the boundaries. Which of them corrects the late series is not decided by this calculation. Magnetic metals need separate fillings for the two spins and lie outside the argument.

Computed results

```
S_dd sigma, pi, delta at R=w: -60 40 -10
mesh+cutoff change of energy differences [Delta]: 0.0027
fcc mu2 45.823 mu3 -71.78 mu4 4007.6 bimodality 0.8551 S range -16.39 10.93
bcc mu2 47.252 mu3 -67.38 mu4 3877.7 bimodality 0.6937 S range -16.16 12.28
hcp mu2 45.826 mu3 -71.88 mu4 4021.3 bimodality 0.8612 S range -15.03 10.40
fcc nearest neighbours only: mu2 44.665 mu3 -71.596 mu4 3644.66
hcp nearest neighbours only: mu2 44.665 mu3 -71.596 mu4 3635.01
Stable windows at equal volume, n scanned from 0.3 to 9.7:
  fcc n = 0.30 to 0.42
  hcp n = 0.42 to 2.02
  fcc n = 2.02 to 2.62
  bcc n = 2.62 to 5.82
  hcp n = 5.82 to 8.07
  fcc n = 8.07 to 8.47
  bcc n = 8.47 to 9.70
n: bcc-fcc total, width, shape; hcp-fcc total, width, shape [Delta]
1:   0.457  -0.167   0.625;  -0.222  -0.000  -0.221
2:   0.429  -0.296   0.725;  -0.011  -0.001  -0.011
3:  -0.397  -0.395  -0.003;   0.183  -0.001   0.184
4:  -1.771  -0.462  -1.309;   0.140  -0.001   0.141
5:  -1.207  -0.462  -0.746;  -0.005  -0.001  -0.004
6:   0.157  -0.414   0.571;  -0.079  -0.001  -0.078
7:   0.780  -0.344   1.124;  -0.287  -0.001  -0.287
8:   0.532  -0.260   0.792;  -0.029  -0.000  -0.028
9:  -0.402  -0.154  -0.248;   0.150  -0.000   0.150
Sequence at equal mu2: fcc hcp fcc bcc fcc hcp fcc bcc
Chebyshev centre -2.149 half-width 14.255 (units of S)
max fixed-n minus fixed-mu shape energy 0.4671, series error 0.0024 [Delta]
bcc-fcc: m, change of c_m, terms at n=2,4,6,8 [Delta]
3   0.0103    0.089  -0.011  -0.092  -0.092
4  -0.0575   -0.079  -0.345  -0.055   0.225
5   0.0001   -0.000   0.000   0.000  -0.000
6   0.2413    0.281  -0.611   0.336   0.337
7   0.1203    0.139  -0.057  -0.115   0.178
hcp-fcc: m, change of c_m, terms at n=2,4,6,8 [Delta]
3  -0.0001   -0.001   0.000   0.001   0.001
4   0.0024    0.003   0.014   0.002  -0.009
5  -0.0109    0.038  -0.007  -0.037   0.003
6  -0.0553   -0.064   0.140  -0.077  -0.077
7   0.0109    0.013  -0.005  -0.010   0.016
Highest moment: rms error bcc, hcp [Delta]; sequence at equal volume
 3: 0.767 0.158; hcp bcc
 4: 0.649 0.155; hcp bcc hcp
 5: 0.649 0.148; hcp fcc bcc fcc
 6: 0.350 0.078; hcp bcc hcp bcc
 8: 0.170 0.069; fcc hcp bcc hcp fcc bcc
12: 0.045 0.033; fcc hcp fcc bcc hcp fcc bcc
groups 3-10, n = group - 1.0: hcp bcc bcc bcc hcp hcp hcp bcc
groups 3-10, n = group - 1.5: hcp fcc bcc bcc bcc hcp hcp bcc
lowest bcc-fcc for 1<n<8: n 4.20, -1.880 Delta = -564.1 meV (Delta 0.30 eV)
lowest hcp-fcc for 1<n<8: n 6.90, -0.289 Delta = -86.7 meV (Delta 0.30 eV)
```
